# When a Regular Oxygen Ring Holds a Lennard-Jones Atom at Its Centre

## Four oxygens

Put four fixed oxygens at $(\pm R,0,0)$ and $(0,\pm R,0)$, and an atom at the origin. Each oxygen acts on the atom through

$$V(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right],$$

which has its lowest value $-\varepsilon$ at $r_m=2^{1/6}\sigma$.

Move the atom by $z$ along the ring axis. All four distances become $\sqrt{R^2+z^2}\approx R+z^2/2R$, so the energy changes by $4V'(R)z^2/2R$. The axial curvature is $4V'(R)/R$. It is positive when $V'(R)>0$, that is, when the four bonds are longer than $r_m$ and pull. Four pulling bonds draw the atom back into the plane; four pushing bonds drive it out.

Now move the atom by $x$ towards one oxygen. Two distances become $R-x$ and $R+x$. Their first-order changes cancel and their energies add $V''(R)x^2$. The other two become $R+x^2/2R$ and add $V'(R)x^2/R$. The in-plane curvature is therefore $2V''(R)+2V'(R)/R$. It becomes negative when the ring is too wide, because $V''$ turns negative on the outer part of the attractive well.

A central site thus needs a ring wide enough for the bonds to pull, yet narrow enough for $V''$ not to be too negative.

## Any regular ring

Let $N\ge3$ oxygens sit at angles $\varphi_i=2\pi i/N$ on a circle of radius $R$. They are rigid, and no other force acts. Let $\mathbf n_i$ be the unit vector from the centre to oxygen $i$, and $\mathbf s$ the atom's displacement. Then

$$r_i=\sqrt{R^2-2R\,\mathbf n_i\!\cdot\!\mathbf s+s^2}
=R-\mathbf n_i\!\cdot\!\mathbf s+\frac{s^2-(\mathbf n_i\!\cdot\!\mathbf s)^2}{2R}+O(s^3).$$

Inserting this in the Taylor series of $V$ about $R$ gives, to second order,

$$V(r_i)=V(R)-V'\,\mathbf n_i\!\cdot\!\mathbf s+\frac{V''}{2}(\mathbf n_i\!\cdot\!\mathbf s)^2+\frac{V'}{2R}\left[s^2-(\mathbf n_i\!\cdot\!\mathbf s)^2\right],$$

with derivatives taken at $R$. The curvature is $V''$ along a bond and $V'/R$ across it.

The ring sums follow from one geometric series:

$$\sum_i e^{im\varphi_i}=\begin{cases}N,& m\text{ a multiple of }N,\\0,&\text{otherwise.}\end{cases}\tag{1}$$

With $m=1$ the linear term vanishes, so the centre is a stationary point. With $m=2$, and $N\ge3$, we get $\sum\cos^2\varphi_i=\sum\sin^2\varphi_i=N/2$ and $\sum\sin\varphi_i\cos\varphi_i=0$. For two atoms the $m=2$ sum does not vanish and the plane is not isotropic, hence the condition $N\ge3$.

Along $z$, every $\mathbf n_i\cdot\mathbf s$ is zero. In the plane, $\sum(\mathbf n_i\cdot\mathbf s)^2=Ns^2/2$. The two curvatures are

$$k_z=\frac{N V'}{R},\qquad k_p=\frac N2\left(V''+\frac{V'}{R}\right).\tag{2}$$

These hold for any smooth pair potential. For the Lennard-Jones form write $u=(\sigma/R)^6$. Then

$$V'=\frac{4\varepsilon}{R}(-12u^2+6u),\qquad V''=\frac{4\varepsilon}{R^2}(156u^2-42u),$$

and the bracket in $k_p$ is $4\varepsilon(144u^2-36u)/R^2$. Hence

$$k_z=\frac{24N\varepsilon}{R^2}u(1-2u),\qquad
k_p=\frac{72N\varepsilon}{R^2}u(4u-1).\tag{3}$$

Both are positive when $1/4<u<1/2$. Since $R=\sigma u^{-1/6}$, this is

$$2^{1/6}\sigma<R<2^{1/3}\sigma .\tag{4}$$

Outside the closed interval one curvature is negative and the centre is not a minimum. Neither $\varepsilon$ nor $N$ enters the limits. Root finding on finite-difference curvatures of a six-atom ring gave $1.12246\,\sigma$ and $1.25992\,\sigma$, which are the two factors to the digits shown.

## The two end points

At an end point one curvature is zero, and higher terms decide.

**Lower end.** At $R=r_m$ each bond has its least possible energy when the atom is at the centre. Any other point with total energy $-N\varepsilon$ would have to be at distance $R$ from every oxygen. Points equally far from three or more points of a circle lie on its axis, where the distance is $\sqrt{R^2+z^2}$, and this equals $R$ only at $z=0$. The centre is therefore a strict global minimum, and the lower end belongs to the window.

**Upper end.** Let the atom lie in the plane at distance $\rho$ and angle $\varphi$ from the direction of an oxygen. Put $t=\rho/R$ and $\theta_i=\varphi-\varphi_i$. An inverse power of distance factorizes:

$$\left(\frac{R}{r_i}\right)^{2\lambda}=(1-te^{i\theta_i})^{-\lambda}(1-te^{-i\theta_i})^{-\lambda},$$

where the $i$ in the exponent that multiplies $\theta_i$ is the imaginary unit. Each factor has binomial coefficients $a_k$:

- $\lambda=6$: $1,6,21,56,126$;
- $\lambda=3$: $1,3,6,10,15$.

The product of the $j$th and $k$th terms varies as $e^{i(j-k)\theta_i}$. By (1), the ring sum keeps it only if $j-k$ is a multiple of $N$. The isotropic terms, $j=k$, give

$$\frac{E-E_0}{4N\varepsilon}=(36u^2-9u)t^2+(441u^2-36u)t^4+(3136u^2-100u)t^6+\dots\tag{5}$$

The first term agrees with $k_p\rho^2/2$ from (3), and vanishes at $u=1/4$.

For $N=3$ the terms with $|j-k|=3$ enter at third order, with coefficients $2a_3=112$ and $20$:

$$E-E_0=12\varepsilon\left(\frac{112}{16}-\frac{20}{4}\right)t^3\cos3\varphi=24\varepsilon\,t^3\cos3\varphi .$$

This takes both signs, so the centre of the triangle is not a minimum at the upper end. The energy falls towards the gap between two oxygens.

For $N=4$ the cubic term is absent. The isotropic quartic coefficient is $4(441/16-36/4)=74.25$ per oxygen in units of $\varepsilon$. The terms with $|j-k|=4$ add $4(252/16-30/4)=33$ times $\cos4\varphi$. Thus

$$E-E_0=4\varepsilon\,t^4(74.25+33\cos4\varphi)>0 .$$

For $N\ge5$ the leading term is $74.25N\varepsilon t^4$, also positive.

Motion out of the plane does not alter the verdict. The energy is even in $z$, so $\partial E/\partial z=0$ in the plane. Since $k_z>0$ at the centre, $\partial^2E/\partial z^2$ stays positive in some neighbourhood by continuity. There, leaving the plane at fixed in-plane position raises the energy. A strict minimum in the plane is then a strict minimum in space.

The complete statement is: the lower end is included for every $N\ge3$; the upper end is included for $N\ge4$ and excluded for $N=3$. Energies sampled on small spheres around the centre agreed with this for $N=3,4,5,8$ at both ends, and at $R/\sigma=1.10$, $1.14$, $1.25$ and $1.27$.

The coefficients in the numerical output were taken at $t=0.01$ and include a little of the next order. For the triangle that order is $864\varepsilon t^5\cos3\varphi$, which raises 24 to the printed 24.09.

## What happens outside the window

**Narrow rings.** For $R<r_m$ the atom can restore every bond to length $r_m$ by moving along the axis to

$$z_0=\pm\sqrt{r_m^2-R^2},\qquad E=-N\varepsilon .$$

The centre has $k_z<0$ and $k_p>0$: it is a saddle between the two positions. Along the axis the barrier is

$$\Delta E=N[V(R)+\varepsilon].\tag{6}$$

**Wide rings.** For $R>2^{1/3}\sigma$ the centre is stable along $z$ and unstable in the plane. Take $N\ge5$ and $R=2^{1/3}\sigma(1+\delta)$ with small positive $\delta$. Then $u\approx(1-6\delta)/4$, and the quadratic term in (5) becomes $36N\varepsilon u(4u-1)t^2\approx-54N\varepsilon\delta\,t^2$. With the quartic term,

$$E-E_0\approx N\varepsilon(-54\,\delta\,t^2+74.25\,t^4).$$

Setting the derivative with respect to $t^2$ to zero gives

$$t^2=\frac{54\,\delta}{148.5}=\frac{4\delta}{11},\qquad
E_0-E=\frac{54^2\delta^2}{4(74.25)}N\varepsilon\approx9.8\,N\varepsilon\,\delta^2 .\tag{7}$$

The shift grows as $\sqrt\delta$: a slight widening moves the atom noticeably while gaining little energy.

**A warning for triangles.** Inside the window the centre is a local minimum, not necessarily the deepest point. Just below the upper end of a triangle, write $R=2^{1/3}\sigma(1-\delta)$. Towards a gap,

$$E-E_0\approx\varepsilon(162\,\delta\,t^2-24t^3+222.75t^4).$$

This becomes negative somewhere if $24^2>4(162\delta)(222.75)$, or $\delta<0.004$. The truncated series underestimates this limit; the full potential gives about $0.0065$. A direct scan at $R=1.258\,\sigma$, where $\delta\approx0.0015$, did find a point deeper than the centre. An energy minimizer started far from the centre may therefore finish elsewhere even when both curvatures are positive.

## Hydrogen atom in silica rings

Consider a neutral hydrogen atom in a planar ring of silica glass. Rough values are $\sigma=0.28$ nm, $\varepsilon=5$ meV and a Si–O length $b=0.161$ nm. In an ideal tetrahedron the O–Si–O angle has cosine $-1/3$, so the O–O edge is

$$a=\sqrt{2b^2(1+1/3)}=2b\sqrt{2/3}=0.2629\ \text{nm}.$$

A regular polygon with this edge has $R=a/[2\sin(\pi/N)]$. The window (4) is $0.3143$ to $0.3528$ nm.

For $N=8$, $R=0.2629/(2\times0.3827)=0.3435$ nm and $u=0.2933$. Equation (3) gives

$$k_z=\frac{24(8)(5)(0.2933)(0.4134)}{0.3435^2}\approx987\ \text{meV/nm}^2,$$

$$k_p=\frac{72(8)(5)(0.2933)(0.1732)}{0.3435^2}\approx1240\ \text{meV/nm}^2 .$$

With $b$, $\sigma$ and $\varepsilon$ held fixed, the ring size alone changes the result:

| $N$ | $R$ (nm) | $NV(R)$ (meV) | centre |
|---|---|---|---|
| 6 | 0.263 | 80.4 | passage |
| 7 | 0.303 | −32.9 | passage |
| 8 | 0.344 | −33.2 | central site |
| 9 | 0.384 | −22.9 | off-centre |
| 10 | 0.425 | −14.9 | off-centre |

A negative energy at the centre does not make it a site. For $N=7$ the centre lies at $-32.9$ meV, but the axial minima at $\pm0.084$ nm lie at $-35$ meV, leaving a barrier of 2.1 meV. For $N=6$ the barrier is $80.4+30=110.4$ meV.

For $N=9$, $\delta=0.0895$ and (7) predicts a shift of 0.069 nm and a gain of 3.5 meV. Direct minimization gives 0.070 nm and 1.9 meV. The good shift is a cancellation of errors. Using $u=0.1495$ in all three terms of (5) gives

$$\frac{E-E_0}{N\varepsilon}=-2.16t^2+17.9t^4+221t^6,$$

whose minimum is at $t=0.19$, or 0.073 nm, with a gain of 2.0 meV. At this distance from the threshold the sixth-order term is needed.

The classification depends on $\sigma$ but not on $\varepsilon$. The eight-ring centre remains a site for $\sigma$ between $R/2^{1/3}=0.273$ nm and $R/2^{1/6}=0.306$ nm. The chosen 0.28 nm is close to the lower of these limits.

## Quantum and thermal motion

For $N=8$ the harmonic quanta $\hbar\sqrt{k/m}$ are 6.4 meV along the axis and 7.2 meV in the plane. In the harmonic approximation the three-dimensional zero-point energy would be $6.4/2+7.2=10.4$ meV, against a depth of 33.2 meV for the isolated-ring well. For an atom held on the ring axis, a numerical solution of the Schrödinger equation gives 3.16 meV against the harmonic 3.20 meV. A free atom also moves in the plane, and there the harmonic picture fails.

With $u=0.2933$ the first two terms of (5) are about $73t^2+4380t^4$ meV. They are equal at $t=0.13$, or 0.044 nm, while the harmonic ground state would have an rms in-plane distance $\sqrt{\hbar\omega/k_p}=0.076$ nm, where $\hbar\omega$ is the in-plane quantum. The quartic term therefore raises the in-plane zero-point energy well above 7.2 meV, and the harmonic total of 10.4 meV is not a usable estimate.

The in-plane motion also weakens the axial binding. At a fixed in-plane position the axial curvature is $\sum_i V'(r_i)/r_i$. As the atom nears one side of the ring, the short bonds there begin to push, and this sum falls to zero about 0.05 nm from the centre. The quantum spread in the plane is of the same size, so the axial value of 3.2 meV does not carry over to the free atom. In the angle-averaged ring potential the in-plane zero-point energy at the centre is about 15 meV. Adding the in-plane zero-point energy at each height to the axial potential turns the centre into a shallow maximum, about 0.6 meV above the lowest value near $z=\pm0.09$ nm. The three-dimensional ground state lies about 16 meV above the potential at the centre, with an rms axial spread of about 0.09 nm. The label "central site" therefore also describes the classical potential.

For $N=9$ the off-centre minima are only 1.9 meV below the centre. The lowest in-plane level of a hydrogen atom in the ring plane lies about 5 meV above the potential energy at the centre, so these minima do not hold the atom to one side. The label "off-centre" in the table describes the classical potential.

Quantum motion also matters in the passages. For $N=6$ the in-plane curvature at the saddle is $2.205\times10^5$ meV/nm². Scaling from the eight-ring gives a quantum of $6.40\sqrt{220518/986.5}=96$ meV. The two in-plane modes together have this much zero-point energy.

At the axial minima, $V'=0$ and $V''=72\varepsilon/r_m^2$. The curvatures there are $NV''z_0^2/r_m^2$ along the axis and $NV''R^2/2r_m^2$ in each in-plane direction. The same scaling gives a zero-point energy of about $8+18=26$ meV. This nearly fills the 30 meV well, so the harmonic value is only rough there. The harmonic correction therefore raises the barrier by about $96-26=70$ meV, to roughly 180 meV. Anharmonicity stiffens the saddle and softens the wells, so the full correction is somewhat larger. A classical barrier from (6) should not be used for hydrogen without this correction.

At 300 K, $k_BT=25.9$ meV, comparable with the well depth for $N=8$. The classical harmonic formula $\sqrt{k_BT/k_z}$ gives an axial spread of 0.16 nm, nearly half the ring radius, so the harmonic picture has failed. The isolated ring does not hold the atom firmly at room temperature. At 77 K, $k_BT=6.6$ meV is below the in-plane quantum, and classical statistics are not accurate either.

## The surrounding glass

The ring is not isolated in silica. Three contributions were sized for $N=8$, with the ring geometry held fixed.

**Next oxygens.** Each ring silicon carries two further oxygens, one above and one below the plane. These sixteen atoms lie 0.520 nm from the centre. The same pair potential gives curvatures of $+84$ meV/nm² along the axis and $-427$ meV/nm² in the plane. They pull the atom outwards because they lie mostly to the side.

**Remaining glass.** Replace more distant oxygens by a uniform density $n$ outside a fixed spherical hole of radius $d$. By symmetry each curvature is one third of the Laplacian at the centre:

$$k_{\rm far}=\frac n3\int_d^\infty\left(V''+\frac{2V'}r\right)4\pi r^2dr
=\frac{4\pi n}{3}\int_d^\infty\frac{d}{dr}(r^2V')\,dr=-\frac{4\pi n}{3}d^2V'(d).$$

The upper limit vanishes because $V'$ falls as $r^{-7}$. A density of 2.2 g/cm³ means 44.1 oxygens per nm³. A hole with the volume of the 24 oxygens already counted has $d=0.507$ nm, and $k_{\rm far}=-302$ meV/nm². This choice of $d$ is only a convention (the sixteen outer oxygens lie just outside it), and the result is sensitive to it: $d=0.45$ nm gives $-512$ and $d=0.55$ nm gives $-205$ meV/nm².

**Polarization.** Near the centre of a symmetric ring the field of the partial charges is $(-Gx/2,-Gy/2,Gz)$, since it has no divergence there. The energy $-\alpha|\mathbf E|^2/2$ has curvatures $-\alpha G^2$ along the axis and $-\alpha G^2/4$ in the plane. Take rough charges of $-1.2e$ on each ring oxygen and $+2.4e$ on each ring silicon, and count the sixteen outer oxygens at half charge, $-0.6e$, because each is shared with a silicon outside the group; the group is then neutral. The three shells contribute $-341$, $+400$ and $-79$ V/nm², so $G=-20.2$ V/nm² is a small difference of large terms. The hydrogen polarizability, $4.5a_0^3$ times $4\pi\varepsilon_0$ with $a_0$ the Bohr radius, is 0.463 meV/(V/nm)². The curvatures are $-189$ and $-47$ meV/nm².

Adding everything to the ring gives

$$k_z\approx580,\qquad k_p\approx460\ \text{meV/nm}^2 .$$

With these choices the centre remains a minimum, and the surroundings remove about 41% of the axial and 63% of the in-plane stiffness. The verdict is not robust. The axial curvature without polarization is 768 meV/nm², so $|G|$ above about 41 V/nm² removes the minimum. Other ways of cutting off a neutral group exceed this: full charge on the outer oxygens with $+3.6e$ on silicon gives $G\approx+100$ V/nm². A reliable $G$ needs the field of the whole structure. A ring nearer the upper limit could lose its central site. The estimate omits dispersion and repulsion from silicon and the field of more distant charges, and fitted Lennard-Jones parameters may already contain part of the polarization.

## Use for real silica

The Si–O length and density are typical of silica; $\sigma$, $\varepsilon$ and the charges are effective parameters and only rough. A pair potential also cannot describe chemical bonding of the hydrogen atom to strained bonds or defects, so the model applies only where no such bond forms. The geometric assumption that glass breaks most plainly is the flat, regular, rigid ring. For the isolated eight-ring, a uniform growth of 2.7% removes the central minimum. So does an elliptical distortion that lengthens the axis through two opposite oxygens by 6.9% and shortens the perpendicular axis by as much. If the lengthened axis runs midway between oxygens, the ring tolerates more.

Barriers are more sensitive still. From (2), $d(NV)/dR=k_zR$, which for $N=6$ is $-29154\times0.2629\approx-7700$ meV/nm. A 1% growth of that ring, 0.0026 nm, lowers the classical barrier by about 20 meV out of 110 in this linear estimate, and by 18.6 meV when (6) is evaluated directly.

The window is therefore suited to a first sorting of rings in a structural model by their classical energy minima. For hydrogen, shallow minima must also be compared with the zero-point energy. Near either limit, or when a barrier height is wanted, the full local structure should be used, with the ring atoms free to relax and the curvatures computed from all neighbours. Most of the values behind these estimates are listed in the numerical output.

## Calculated quantities

```
sigma = 0.280 nm, eps = 5.0 meV
Si-O length = 0.161 nm, O-O edge = 0.2629 nm
window factors: 1.12246 and 1.25992
factors from root finding: 1.12246 and 1.25992
window for R: 0.3143 to 0.3528 nm
upper end, N=3: cubic coefficient 24.09 eps
upper end, N=4: quartic 429.5 eps to atom, 165.0 eps to gap
upper end, N=8: quartic coefficient 594.5 eps
N, R (nm), u, k_axial, k_plane (meV/nm^2), centre energy (meV)
 6 0.2629 1.4591  -29153.8  220518.1    80.39 passage
 7 0.3030 0.6230   -1402.8   25520.8   -32.88 passage
 8 0.3435 0.2933     986.5    1239.7   -33.16 central site
 9 0.3844 0.1495     766.1   -1318.2   -22.88 off-centre
10 0.4254 0.0813     451.5   -1091.5   -14.94 off-centre
N=6: axial minima at +-0.1722 nm, barrier 110.39 meV
N=7: axial minima at +-0.0836 nm, barrier 2.12 meV
N=9: relaxed in-plane shift 0.0704 nm, |z| 0.0000 nm
N=9: energy gained by leaving the centre 1.905 meV
N=8: ring well depth 33.16 meV
N=8: quanta, axial 6.40 meV, in-plane 7.17 meV
N=8: harmonic zero-point energy, 3D 10.37 meV
N=8: axial zero-point energy, harmonic 3.20 meV, numerical 3.16 meV
T=77 K: kT = 6.64 meV, harmonic axial rms 0.082 nm
T=300 K: kT = 25.85 meV, harmonic axial rms 0.162 nm
N=8: R may grow by 2.70 % before the minimum is lost
N=8: elliptical distortion that destroys the minimum +-6.91 %
outer oxygens: 16 at 0.5202 nm
glass density 2.2 g/cm^3: 44.1 O per nm^3, hole radius 0.5065 nm
oxygen charge -1.2 e, axial field gradient -20.22 V/nm^2
polarizability 0.4631 meV/(V/nm)^2
N=8 curvatures (meV/nm^2): axial, in-plane
ring alone           986.5   1239.7
outer oxygens         83.5   -427.2
remaining glass     -302.3   -302.3
polarization        -189.4    -47.3
sum                  578.3    462.9
```
